\section*{Choosing End Compositions to Recover a Multicomponent Diffusivity Matrix}

\section{One solute: what a transferred amount measures}

Two long bars of a binary alloy, with solute concentrations $C_L$ on the left and $C_R$ on the right, are joined at $x=0$ and annealed for a time $t$. Let the diffusivity $D$ be constant, $\Delta C=C_R-C_L$ and $\bar C=(C_L+C_R)/2$. The profile is
\begin{equation}
C=\bar C+\tfrac12\Delta C\,\mathrm{erf}(u),\qquad u=\frac{x}{2\sqrt{Dt}} .
\end{equation}
It has the right ends, and it solves the diffusion equation because $\partial_t\,\mathrm{erf}(u)$ and $D\,\partial_x^2\,\mathrm{erf}(u)$ both equal $-u e^{-u^2}/(\sqrt\pi\,t)$. The amount per unit area carried from right to left across $x=0$ is the loss of the right side:
\begin{equation}
S=\int_0^\infty (C_R-C)\,dx=\frac{\Delta C}{2}\,2\sqrt{Dt}\int_0^\infty\mathrm{erfc}(u)\,du=\sqrt{\frac{t}{\pi}}\,\sqrt D\,\Delta C .
\label{one}
\end{equation}
The last integral is $1/\sqrt\pi$: integration by parts turns it into $(2/\sqrt\pi)\int_0^\infty u e^{-u^2}du$. One couple therefore gives $D=(\pi/t)(S/\Delta C)^2$.

With two solutes this recipe breaks down. In the example below, two couples with the same diffusivity matrix give solute A the apparent diffusivities $59.3$ and $6.7\ \mu\mathrm{m}^2/\mathrm{h}$, because a gradient of B also moves A. What survives is the linear relation between $S$ and $\Delta C$, with $\sqrt D$ read as a matrix.

The setting discussed here is the set of end compositions. It must be chosen for a measured couple and equally for a simulated one, such as a kinetic Monte Carlo run whose jump barriers come from an electronic-structure program. It is an input of the couple, not of the electronic-structure calculation.

\section{The relation for $n$ components}

Let $C$ be the column of $m=n-1$ independent concentrations in a single-phase alloy of constant molar volume. In the volume-fixed frame $\partial_t C=D\,\partial_x^2C$, with $D$ a constant $m\times m$ matrix. In a stable phase $D=LG$, where the mobility matrix $L$ and the matrix $G$ of second derivatives of the free energy are symmetric and positive definite. Then
\begin{equation}
L^{-1/2}DL^{1/2}=L^{1/2}GL^{1/2}
\end{equation}
is symmetric and positive definite, so $D$, though not symmetric itself, has real positive eigenvalues $\lambda_k$ and a full set of eigenvectors. Write $D=P\Lambda P^{-1}$ and define the principal root $r=P\Lambda^{1/2}P^{-1}$, with positive square roots.

The mode amplitudes $a=P^{-1}(C-\bar C)$ obey separate equations $\partial_ta_k=\lambda_k\partial_x^2a_k$, each with a step $(P^{-1}\Delta C)_k$. Equation (\ref{one}) holds for each mode, and multiplication by $P$ returns to concentrations:
\begin{equation}
S=\sqrt{\frac t\pi}\,P\Lambda^{1/2}P^{-1}\Delta C=\sqrt{\frac t\pi}\;r\,\Delta C .
\label{tm}
\end{equation}
This is the Thompson--Morral relation. One couple gives $m$ equations for the $m^2$ entries of $r$. Place the steps of $m$ couples, annealed for the same time, as columns in a matrix $\Delta$, and their amounts as columns in $\mathbf S$. If the steps are linearly independent,
\begin{equation}
r=\sqrt{\frac\pi t}\;\mathbf S\,\Delta^{-1},\qquad D=r^2 .
\label{inv}
\end{equation}
The data deliver the root itself, so no branch has to be chosen. The eigenvalues of the recovered $r$ should be inspected before squaring: if noise makes one of them negative, squaring hides the fault behind a positive eigenvalue of $D$. Noise can also turn them into a complex pair, which no stable phase allows; for the nearly parallel steps treated below this happens in about 5\% of noisy data sets.

For strictly constant $D$ the couples need not share a mean composition. That requirement comes from the composition dependence of real alloys, treated below.

\section{A ternary worked through}

Take solutes A and B at a mean of 6 and 10 at.\%, $t=100$ h, and
\begin{equation}
D=\begin{pmatrix}50&18\\12&30\end{pmatrix}\frac{\mu\mathrm m^2}{\mathrm h},\qquad
\Delta=\begin{pmatrix}4&-2\\2&6\end{pmatrix}\text{at.\%} .
\end{equation}
The profiles were computed by solving the coupled diffusion equations on a grid, without use of $r$. Their integrals are
\begin{equation}
\mathbf S=\begin{pmatrix}173.78&-29.17\\82.31&169.96\end{pmatrix}\text{at.\%}\,\mu\mathrm m .
\end{equation}
Since $\det\Delta=28$ and $\sqrt{\pi/100}=0.17725$, the inversion reads
\begin{align}
r&=\frac{0.17725}{28}\,\mathbf S\begin{pmatrix}6&2\\-2&4\end{pmatrix}
=\begin{pmatrix}6.970&1.462\\0.974&5.346\end{pmatrix}\frac{\mu\mathrm m}{\mathrm h^{1/2}},\\
D_{AA}&=6.970^2+1.462\times0.974=50.0,\\
D_{AB}&=1.462\,(6.970+5.346)=18.0 .
\end{align}
The second row gives $12.0$ and $30.0$ in the same way. In other units, $D=\begin{pmatrix}1.39&0.50\\0.33&0.83\end{pmatrix}\times10^{-10}\ \mathrm{cm^2/s}$.

A ternary root can be checked by hand. A $2\times2$ matrix obeys $r^2-(\mathrm{tr}\,r)\,r+(\det r)I=0$. Here $\det r=\sqrt{\det D}$, and the trace of the same identity gives $(\mathrm{tr}\,r)^2=\mathrm{tr}\,D+2\sqrt{\det D}$. Hence
\begin{equation}
r=\frac{D+\sqrt{\det D}\,I}{\sqrt{\mathrm{tr}\,D+2\sqrt{\det D}}} ,
\end{equation}
whose first entry is $(50+35.83)/12.32=6.97$. A four-component case with three couples likewise returned its nine entries to the printed digits.

The recovery errors print as zero to four decimals on both the 4 and the $2\ \mu$m grid, better than grids of second order lead one to expect. The reason is a cancellation. For one mode on cells of width $h$, with $\mu=\lambda t/h^2$ and modified Bessel functions $I_0,I_1$, the simulated transfer is $h\,\Delta C\,\mu e^{-2\mu}[I_0(2\mu)+I_1(2\mu)]$. At large $\mu$ this falls short of (\ref{one}) by the fraction $1/(16\mu)$. The trapezoidal rule, with a node inserted at the joint midway between cell centres, adds $h^2C'(0)/8$, which is the same fraction with the opposite sign. The vanishing error therefore belongs to this pairing of grid and integration rule, and measured data will not share it.

\section{Locating the joint}

The position scale of a measured profile has an unknown origin. On a window $[a,b]$ that reaches both flat ends, conservation requires $\int_a^bC\,dx=C_L(x_M-a)+C_R(b-x_M)$, so that
\begin{equation}
x_M\,\Delta C=v,\qquad v=bC_R-aC_L-\int_a^bC\,dx .
\end{equation}
These are $m$ equations for one number. Minimizing $|x_M\Delta C-v|^2$ gives $x_M=\Delta C\cdot v/|\Delta C|^2$, which gives little weight to components with small steps.

The amount should then be taken as the average of the gain on the left and the loss on the right:
\begin{equation}
S=\tfrac12\left[\int_a^{x_M}(C-C_L)\,dx+\int_{x_M}^b(C_R-C)\,dx\right].
\label{two}
\end{equation}
Its derivative with respect to $x_M$ is $C(x_M)-\bar C$, which vanishes at the true joint when $D$ is constant. A misplacement $\delta$ therefore costs $\tfrac12C'(0)\delta^2$ to leading order, with $C'(0)=r^{-1}\Delta C/(2\sqrt{\pi t})$ from the slope of the error function. The right-hand integral alone changes by $-\tfrac12\Delta C\,\delta+\tfrac12C'(0)\delta^2$. For couple 1 and $\delta=10\ \mu$m, the two-sided amount of A moves by $0.73$ at.\%\,$\mu$m and the one-sided amount by $-19.3$, out of $173.8$.

\section{Choosing the mean composition}

Now let $D$ depend smoothly on composition. Exchange the two ends of a couple. The mirrored profile $C(-x)$ solves the same equation, so the new amount is
\begin{equation}
\int_0^\infty[C_L-C(-x)]\,dx=-\int_{-\infty}^0[C(x)-C_L]\,dx=-S ,
\end{equation}
where the last step is conservation. At fixed mean, $S$ is thus an odd function of $\Delta C$. For small steps $D$ is nearly constant at $D(\bar C)$, which fixes the linear term:
\begin{equation}
S=\sqrt{t/\pi}\;r(\bar C)\,\Delta C+O(\Delta C^3).
\end{equation}
Division by the steps in (\ref{inv}) leaves an error of second order in $r$, and the recovered matrix belongs to the shared mean.

If couple $k$ instead has the mean $\bar C+\varepsilon_k$, its column carries $r(\bar C+\varepsilon_k)$. With $\delta r_k=r(\bar C+\varepsilon_k)-r(\bar C)$, the recovered root is shifted by
\begin{equation}
\delta r=\sum_k\left(\delta r_k\,\Delta C_k\right)\left(e_k^{T}\Delta^{-1}\right),
\label{off}
\end{equation}
where $e_k$ is the $k$th unit column. This is of first order in $\varepsilon_k$.

To size both effects, let $a=C_A-6$ and $b=C_B-10$ in at.\% and take
\begin{align}
D_{AA}&=50(1+0.03a+0.02b), & D_{AB}&=18(1+a/6),\\
D_{BA}&=12(1+b/10), & D_{BB}&=30(1+0.02a+0.03b).
\end{align}
The cross terms vanish with the solute they move, as they must: a gradient of B cannot drive A where there is none. With a shared mean, the recovered matrices are
\begin{equation}
\begin{pmatrix}50.04&17.96\\11.99&30.01\end{pmatrix}\ \text{(full steps)},\qquad
\begin{pmatrix}50.01&17.99\\12.00&30.00\end{pmatrix}\ \text{(half steps)}
\end{equation}
in $\mu\mathrm m^2/\mathrm h$. Halving the steps divides the error of $r$ by $3.999$, as second order demands. Moving the mean of couple 2 alone by 1 at.\% in each solute gives
\begin{equation}
\begin{pmatrix}49.18&19.62\\11.55&30.86\end{pmatrix}\frac{\mu\mathrm m^2}{\mathrm h},
\end{equation}
an error of 9\% in $D_{AB}$.

This is not an average of the matrices at the two means. $D_{AA}$ is 50 at one mean and 52.5 at the other, yet the result lies below both. Equation (\ref{off}) shows why: the row $e_2^T\Delta^{-1}=(-2,4)/28$ has a negative first entry, so a positive first entry of $\delta r_2\,\Delta C_2$ lowers $r_{AA}$ while it raises $r_{AB}$. That entry is positive here: the hand formula for the root gives $(\delta r_2)_{AA}=0.154$ and $(\delta r_2)_{AB}=0.208\ \mu\mathrm m/\mathrm h^{1/2}$, and with $\Delta C_2=(-2,6)$ at.\% the sum is $-2\times0.154+6\times0.208=0.94$ at.\%\,$\mu\mathrm m/\mathrm h^{1/2}$. All couples should therefore be centred on the composition at which $D$ is wanted. If all are displaced together, the result is a sound matrix for the displaced mean.

\section{Choosing directions and sizes of the steps}

Varying $r\Delta=\sqrt{\pi/t}\,\mathbf S$ gives, to first order,
\begin{equation}
\delta r=\left[\sqrt{\pi/t}\;\delta\mathbf S-r\,\delta\Delta\right]\Delta^{-1},\qquad
\delta D=r\,\delta r+\delta r\,r .
\label{err}
\end{equation}
Every error in the amounts or the steps passes through $\Delta^{-1}$, which the chosen compositions determine.

Consider first random noise of standard deviation $\sigma_c$ at points of spacing $d$ over a window $W$. In (\ref{two}) each of the $W/d$ points enters with weight $\pm d/2$, and the noise of $x_M$ counts in second order. Hence
\begin{equation}
\sigma_S=\frac d2\,\sigma_c\sqrt{\frac Wd}=\tfrac12\sigma_c\sqrt{Wd} .
\end{equation}
For 0.1 at.\%, $4\ \mu$m and $1596\ \mu$m this is $4.0$ at.\%\,$\mu$m. If all amounts carry independent errors of this size, the summed variance of the entries of $r$ is $(\pi/t)\,\sigma_S^2\,m$ times the sum of squares of the entries of $\Delta^{-1}$. For two steps at an angle $\theta$ in the $(C_A,C_B)$ plane, $|\det\Delta|=|\Delta C_1||\Delta C_2|\sin\theta$, and that sum is
\begin{equation}
\frac{|\Delta C_1|^2+|\Delta C_2|^2}{(\det\Delta)^2}
=\frac{1}{\sin^2\theta}\left(\frac1{|\Delta C_1|^2}+\frac1{|\Delta C_2|^2}\right).
\end{equation}
For given lengths and this noise, perpendicular steps minimize the summed variance of $r$. The example has $\sin\theta=0.99$. Replacing its second step by $(4,3)$ at.\%, with the first step and the noise held fixed, gives $\sin\theta=0.18$. From (\ref{err}), the standard deviations of $D$ are
\begin{equation}
\begin{pmatrix}2.3&1.5\\2.0&1.3\end{pmatrix}\ \text{and}\ 
\begin{pmatrix}8.0&11.5\\6.9&9.8\end{pmatrix}\frac{\mu\mathrm m^2}{\mathrm h}
\end{equation}
for the original and the nearly parallel pair. In the second case $D_{AB}=18$ is barely determined. For the first pair, 1500 noisy data sets, analysed with the end compositions taken as exact, gave standard deviations within 3\% of the formula.

Errors in the end compositions do not average out. The derivatives of (\ref{two}) are $(b-x_M)/2$ with respect to $C_R$ and $-(x_M-a)/2$ with respect to $C_L$, so a centred window gives
\begin{equation}
\delta S=\frac W4\left(\delta C_R-\delta C_L\right).
\end{equation}
An error of only 0.01 at.\% in $C_R$ shifts $S_A$ by $4.0$ at.\%\,$\mu$m, as much as the random noise. The accompanying term $r\,\delta\Delta$ in (\ref{err}) is equivalent to about $0.4$. If the ends are averages over the plateaus of the same profile, the deviations of the plateau points from them sum to zero, and only the part where the profile varies passes on the end error. If the end values come from a separate measurement, the window should be cut to that part. A window of $800\ \mu$m would halve this error. At its edges the fastest mode, with $\lambda=57.8\ \mu\mathrm m^2/\mathrm h$, has the remainder $\mathrm{erfc}(2.63)\approx2\times10^{-4}$.

The size of the steps is a compromise. If all steps are multiplied by $s$, noise in an entry of $D$ scales as $\sigma/s$ and the composition-dependence error as $\beta s^2$. The sum of squares $\sigma^2/s^2+\beta^2s^4$ is least at $s^6=\sigma^2/(2\beta^2)$. For $D_{AA}$, $\sigma=2.3$ and $\beta=0.04\ \mu\mathrm m^2/\mathrm h$ give $s\approx3.4$. That is out of reach, since the A-poor end of couple 1 would already be empty of A at $s=3$. For $D_{AB}$ the same estimate gives $s\approx3.0$, right at that limit. For this linear $D(C)$ and the $1596\ \mu$m window, noise exceeds the composition-dependence error over the accessible range, and large steps are favoured. The margin is small and depends on both choices. An $800\ \mu$m window lowers $\sigma$ by $\sqrt2$ and moves the optimum to $s\approx3.0$ for $D_{AA}$ and $s\approx2.6$ for $D_{AB}$. A steeper, curved dependence moves it further: with $D_{AA}=50\,e^{0.06a+0.04b}$ and $D_{BB}=30\,e^{0.04a+0.06b}$, $\beta$ for $D_{AA}$ rises to $0.14\ \mu\mathrm m^2/\mathrm h$ and the optimum falls to $s\approx2.2$. For a real alloy $\sigma$ and $\beta$ must be estimated before the steps are fixed.

\section{Setting the model beside a real alloy}

The diffusivities, near $10^{-10}\ \mathrm{cm^2/s}$, are in the rough regime of nickel-based solid solutions at 1473 K; the individual entries are round model values. For a rough activation energy of 2.8 eV, a furnace error of 2 K changes $D$ by 3\%. Heating and cooling at 600 K/h add the equivalent of 0.2 h at temperature, which raises the apparent $D$ by 0.2\%. With rough molar-volume slopes of 0.15 and 0.10\% per at.\% of A and B, using atomic fractions in place of concentrations per volume shifts the entries by up to about $0.3\ \mu\mathrm m^2/\mathrm h$. A Gaussian probe of standard deviation $\sigma_p$ widens every mode from variance $2\lambda t$ to $2\lambda t+\sigma_p^2$ and so adds $\sigma_p^2/(2t)$ to the diagonal of $D$: $0.001\ \mu\mathrm m^2/\mathrm h$ for $0.5\ \mu$m. With the two-sided amount and well-separated step directions, the largest effects sized in this text are measurement noise, errors in the end compositions, unequal means and temperature. A misplaced joint with a one-sided amount, or nearly parallel steps, can do more harm than any of these.

Porosity and grain-boundary transport are not sized. A second phase within the couple invalidates the analysis, because the profile can then contain jumps or two-phase regions, which a smooth single-phase $D(C)$ does not describe. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
anneal time: 100 h; half-length: 800 um
mean composition (A, B): [6.0 10.0] at.%
steps dC, one couple per column: [4.0 -2.0; 2.0 6.0] at.%
D put in: [50.0 18.0; 12.0 30.0] um^2/h
eigenvalues of D: [22.22 57.78] um^2/h
root of D from theory: [6.9696 1.4616; 0.9744 5.3456] um/h^0.5
planes found (true 137): [137.000 137.000] um
amounts S from profiles: [173.78 -29.17; 82.31 169.96] at.% um
amounts S from theory: [173.78 -29.17; 82.31 169.96] at.% um
root recovered: [6.9696 1.4616; 0.9744 5.3456] um/h^0.5
D recovered: [50.000 18.000; 12.000 30.000] um^2/h
D recovered: [1.3889 0.5000; 0.3333 0.8333] 1e-10 cm^2/s
largest error of D, 4 um grid: 0.0000 um^2/h
largest error of D, 2 um grid: 0.0000 um^2/h
shift of D from 4 to 2 um grid: 0.0000 um^2/h
largest profile misfit to erf form: 0.00065 at.%
effective D of A, couples 1 and 2: [59.30 6.68] um^2/h
four components, D put in: [54.0 25.0 16.0; 23.0 40.0 14.0; 12.5 12.0 26.0] um^2/h
four components, D recovered: [54.00 25.00 16.00; 23.00 40.00 14.00; 12.50 12.00 26.00] um^2/h
four components, largest error: 0.0000 um^2/h
plane error tried: 10 um
couple 1, shift of two-sided S: [0.726 0.395] at.% um
couple 1, shift of one-sided S: [-19.27 -9.61] at.% um
end error 0.01 at.% shifts S_A by: 4.00 at.% um
point noise: 0.10 at.%; spacing: 4 um; window: 1596 um
standard deviation of S: 3.99 at.% um
std of D, formula: [2.26 1.45; 1.99 1.27] um^2/h
std of D, 1500 noisy sets: [2.27 1.43; 2.04 1.30] um^2/h
nearly parallel steps: [4.0 4.0; 2.0 3.0] at.%
std of D, nearly parallel: [8.00 11.51; 6.93 9.84] um^2/h
varying D, full steps: [50.040 17.961; 11.989 30.013] um^2/h
varying D, half steps: [50.010 17.990; 11.997 30.003] um^2/h
root error ratio, full to half steps: 3.999
varying D, couple 2 mean off by (1,1) at.%: [49.182 19.623; 11.552 30.858] um^2/h
misfit of first-order offset law: 0.02 %
probe blur 0.5 um adds to D: 0.00125 um^2/h
volume slopes (rough): [0.15 0.10] % per at.%
largest shift of D from molar volume: 0.312 um^2/h
hold: 1473 K; activation energy (rough): 2.8 eV
ramp rate: 600 K/h; both ramps equal 0.205 h at hold
D rise from ramps: 0.205 %
D change for 2 K error: 3.04 %
erfc at specimen end, fastest mode: 9.9e-14
\end{verbatim}
